# Breit-Pauli spin-orbit mean field: derivation, limits and tests: a program that tests the result

```python
"""Mean-field spin-orbit operator from the two-electron Breit-Pauli term.
Claim: F_pq = sum P_sr[(pq|g|rs) - 3/2 (ps|g|rq) - 3/2 (rq|g|ps)], g = i alpha^2/2 W.
Tests: integrals vs quadrature of the definition; H2 acting on explicit antisymmetric
N-electron tensors; fitted coefficients; complex-density term; 16-electron spin-orbital
sum for H2CO; isotropy of the atomic operator.  Tests 2-3 are in units of alpha^2/2."""
import itertools, math
import numpy as np
from scipy import constants, integrate, special
from pyscf import gto, scf
scf.hf.MUTE_CHKFILE = True
alpha = constants.alpha
pref = alpha**2 / 2
cm = constants.physical_constants['hartree-inverse meter relationship'][0] / 100
eps = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[a, b, c], eps[a, c, b] = 1, -1
spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
print(f"alpha = {alpha:.10e}; alpha^2/2 = {pref:.8e}; 1 hartree = {cm:.3f} cm^-1")

# ---- 1. integrals: W_pq = -int phi_p (grad V x grad phi_q); library sign fixed here
ex = 0.8
mh = gto.M(atom='H 0 0 0', basis={'H': [[1, [ex, 1.0]]]}, spin=1, verbose=0)
r3 = (integrate.quad(lambda r: r * np.exp(-2*ex*r*r), 0, np.inf)[0]
      / integrate.quad(lambda r: r**4 * np.exp(-2*ex*r*r), 0, np.inf)[0])
lib1 = mh.intor('int1e_pnucxp', comp=3)
sign1 = np.sign(np.sum(lib1 * (-r3 * eps)))
assert abs(sign1 * lib1 + r3 * eps).max() < 1e-8
sa, sb, RB = 1.0, 0.7, np.array([0.3, 0.5, 0.9])
mt = gto.M(atom=[['H1', (0, 0, 0)], ['H2', tuple(RB)]], unit='Bohr', verbose=0,
           basis={'H1': [[0, [sa, 1.0]], [1, [1.1, 1.0]]],
                  'H2': [[0, [sb, 1.0]], [1, [0.9, 1.0]]]})
h = 0.25
x = np.arange(-6.0, 6.6, h)
pts = np.array(np.meshgrid(x, x, x, indexing='ij')).reshape(3, -1).T.copy()
ao = mt.eval_gto('GTOval_sph_deriv1', pts)
gam, charge = sa + sb, mt.intor('int1e_ovlp')[0, 4]   # Gaussian pair density s_A s_B
dv = pts - sb * RB / gam
d = np.linalg.norm(dv, axis=1)
dVdr = charge * (2*np.sqrt(gam/np.pi)*np.exp(-gam*d*d)/d - special.erf(np.sqrt(gam)*d)/d**2)
gradV = dv * (dVdr / d)[:, None]
cross = np.einsum('abc,gb,cgq->agq', eps, gradV, ao[1:4], optimize=True)
Wq = -h**3 * np.einsum('gp,agq->apq', ao[0], cross, optimize=True)
lib2 = mt.intor('int2e_p1vxp1', comp=3)[:, :, :, 0, 4]
sign2 = np.sign(np.sum(Wq * lib2))
err = abs(sign2 * lib2 - Wq).max()
assert err < 1e-8 and abs(Wq).max() > 1e-2
print(f"library signs 1e, 2e = {sign1:+.0f}, {sign2:+.0f}; 2e quadrature error = {err:.1e} a.u.")

def ints(m):
    return sign1*m.intor('int1e_pnucxp', comp=3), sign2*m.intor('int2e_p1vxp1', comp=3)

def pieces(W, P):
    """Coulomb, exchange 1, exchange 2, other-orbit Coulomb contractions."""
    return [np.einsum(t + ',sr->apq', W, P) for t in ('apqrs', 'apsrq', 'arqps', 'arspq')]

def somf(W, P):
    J, K1, K2, _ = pieces(W, P)
    return J - 1.5*K1 - 1.5*K2

def to_mo(W, C):
    return np.einsum('apqrs,pi,qj,rk,sl->aijkl', W, C, C, C, C, optimize=True)

def pair_operator(g, w1=1.0, w2=2.0):
    """O[P,R,Q,S] = <PR| g(1,2).(w1 s1 + w2 s2) |QS>, spin orbital P = 2p + sigma."""
    n, one = g.shape[1], np.eye(2)
    O = (w1*np.einsum('apqrs,axy,zw->pxrzqysw', g, spin, one, optimize=True)
         + w2*np.einsum('apqrs,xy,azw->pxrzqysw', g, one, spin, optimize=True))
    return O.reshape((2*n,)*4)

def det(vectors):
    """Normalized antisymmetrized product as an N-index tensor."""
    N, psi = len(vectors), 0
    for perm in itertools.permutations(range(N)):
        term = vectors[perm[0]]
        for k in perm[1:]:
            term = np.multiply.outer(term, vectors[k])
        psi = psi + round(np.linalg.det(np.eye(N)[list(perm)])) * term
    return psi / math.sqrt(math.factorial(N))

def element(O, bra, ket):
    """<bra| sum_{i != j} O(i,j) |ket> in first quantization."""
    L, R = det(bra), det(ket)
    return sum(np.vdot(L, np.moveaxis(np.tensordot(O, R, axes=([2, 3], [i, j])), [0, 1], [i, j]))
               for i, j in itertools.permutations(range(R.ndim), 2))

def valence_block(O, spectators, orbs):
    so = [np.kron(e[p], u[s]) for p in orbs for s in (0, 1)]
    return np.array([[element(O, spectators+[b], spectators+[k]) for k in so] for b in so])

def dot_s(F):
    n = F.shape[1]
    return np.einsum('apq,axy->pxqy', F, spin).reshape(2*n, 2*n)

# ---- H2CO
rco, rch, ang = 2.28, 2.09, 116.5
y, z = rch*np.sin(np.radians(ang/2)), -rch*np.cos(np.radians(ang/2))
mol = gto.M(atom=[['C', (0, 0, 0)], ['O', (0, 0, rco)], ['H', (0, y, z)], ['H', (0, -y, z)]],
            unit='Bohr', basis='6-31g', verbose=0)
mf = scf.RHF(mol); mf.conv_tol = 1e-11; mf.kernel()
assert mf.converged
W1, W2 = ints(mol)
assert abs(W2 + W2.transpose(0, 2, 1, 3, 4)).max() < 1e-9
assert abs(W2 - W2.transpose(0, 1, 2, 4, 3)).max() < 1e-9

# ---- 2. explicit N-electron tests in four random orthonormal orbitals
Qm = np.linalg.qr(np.random.default_rng(1).normal(size=(mol.nao, mol.nao)))[0]
g = 1j * to_mo(W2, mf.mo_coeff @ Qm[:, :4])
e, u = np.eye(4), np.eye(2)
O = pair_operator(g)
core = [np.kron(e[0], u[0]), np.kron(e[0], u[1])]
P = 2*np.outer(e[0], e[0])
exact = valence_block(O, core, [1, 2, 3])
err = abs(exact - dot_s(somf(g, P))[2:, 2:]).max()
assert err < 1e-11 and abs(exact).max() > 1e-3
print(f"3 electrons, core + valence: max element {abs(exact).max():.5f}, error {err:.1e} (alpha^2/2)")
A = np.array([dot_s(t)[2:, 2:].ravel() for t in pieces(g, P)[:3]]).T
for name, w, ref in [('SSO', (1, 0), [1, -.5, -.5]), ('SOO', (0, 2), [0, -1, -1]),
                     ('SSO+SOO', (1, 2), [1, -1.5, -1.5])]:
    data = valence_block(pair_operator(g, *w), core, [1, 2, 3]).ravel()
    coef, _, rank, _ = np.linalg.lstsq(A, data, rcond=None)
    assert rank == 3 and abs(coef - np.array(ref)).max() < 1e-8
    print(f"fitted coefficients J, K1, K2 for {name}:", *[f"{c:+.8f}" for c in coef.real], "(pure numbers)")
I8 = np.eye(8)
ref4 = [I8[k] for k in range(4)]
Fs = dot_s(somf(g, 2*np.diag([1., 1, 0, 0])))
err = max(abs(element(O, ref4[:i]+[I8[a]]+ref4[i+1:], ref4) - Fs[a, i])
          for i in range(4) for a in range(4, 8))
assert err < 1e-11 and abs(element(O, ref4, ref4)) < 1e-11
print(f"4 electrons, single excitations: error {err:.1e} (alpha^2/2)")
up, dn = (valence_block(O, [c], [1, 2, 3]) for c in core)
Fh = dot_s(somf(g, P/2))[2:, 2:]
err, miss = abs((up+dn)/2 - Fh).max(), abs(up - Fh).max()
assert err < 1e-11 and miss > 1e-4
print(f"open-shell spectator: averaged error {err:.1e}, spin-up deviation {miss:.5f} (alpha^2/2)")
# ---- 3. complex core orbital: the other-orbit Coulomb term survives
cc = (e[0] + 1j*e[1]) / np.sqrt(2)
Pc = 2*np.outer(cc, cc.conj())
exc = valence_block(O, [np.kron(cc, u[0]), np.kron(cc, u[1])], [2, 3])
extra = dot_s(2*pieces(g, Pc)[3])[4:, 4:]
err = abs(exc - dot_s(somf(g, Pc))[4:, 4:] - extra).max()
assert err < 1e-11 and abs(extra).max() > 1e-4
print(f"complex P: error with extra term {err:.1e}, extra term {abs(extra).max():.5f} (alpha^2/2)")

# ---- 4. worked example
print(f"H2CO RHF/6-31G: R_CO = {rco} bohr, R_CH = {rch} bohr, HCH = {ang} deg, nao = {mol.nao}")
print(f"E = {mf.e_tot:.6f} Eh, eps(n) = {mf.mo_energy[7]:.5f} Eh, eps(pi*) = {mf.mo_energy[8]:.5f} Eh")
C = mf.mo_coeff[:, :9].copy()
C[:, 8] *= np.sign(C[:, 8] @ W1[2] @ C[:, 7])      # phase: nuclear part positive
ai = lambda W: np.einsum('p,apq,q->a', C[:, 8], W, C[:, 7])
J, K1, K2, _ = pieces(W2, mf.make_rdm1())
parts = [('nuclear', W1), ('Coulomb', J), ('exchange SSO', -.5*(K1+K2)),
         ('exchange SOO', -(K1+K2)), ('total mean field', W1 + J - 1.5*(K1+K2))]
print(f"unweighted K1, K2 (z, pi*-n): {ai(K1)[2]:+.6f}, {ai(K2)[2]:+.6f} a.u.")
for name, W in parts:
    v = ai(W); assert abs(v[:2]).max() < 1e-6
    c = pref*v[2]/np.sqrt(2)
    print(f"{name}: W^z = {v[2]:+.6f} a.u.; <T0|H|S0>/i = {c:+.5e} Eh = {c*cm:+.3f} cm^-1")
total = ai(parts[-1][1])[2]
O9 = pair_operator(1j*to_mo(W2, C))
G = O9 + O9.transpose(1, 0, 3, 2)
single = lambda a, i: sum(G[a, j, i, j] - G[a, j, j, i] for j in range(16))
t0 = (single(16, 14) - single(17, 15)) / np.sqrt(2)
assert abs(t0 - 1j*(total - ai(W1)[2])/np.sqrt(2)) < 1e-7
print(f"2e part, spin-orbital sum: {pref*t0.imag*cm:+.3f} cm^-1; screening = {100*(1-total/ai(W1)[2]):.2f} %")

# ---- 5. atomic mean field
Wamfi, Wbare = np.zeros_like(W1), np.zeros_like(W1)
for k, (sym, n2p) in enumerate([('C', 2), ('O', 4)]):   # H has only s functions: zero block
    at = gto.M(atom=sym + ' 0 0 0', basis='6-31g', verbose=0)
    occ = np.zeros(at.nao); occ[:2] = 2; occ[2:5] = n2p/3
    ma = scf.hf.RHF(at); ma.conv_tol = 1e-11
    ma.get_occ = lambda mo_energy=None, mo_coeff=None, occ=occ: occ
    ma.kernel(); assert ma.converged
    w1, w2 = ints(at)
    wt = w1 + somf(w2, ma.make_rdm1())
    pidx = [i for i, l in enumerate(at.ao_labels(fmt=False)) if l[2].endswith('p')]
    U, S, _ = np.linalg.svd(ma.mo_coeff[pidx, 2].reshape(-1, 3))
    Cp = np.zeros((at.nao, 3)); Cp[pidx] = np.kron((U[:, 0]*S[0])[:, None], np.eye(3))
    b1, bt = (np.einsum('pi,apq,qj->aij', Cp, w, Cp) for w in (w1, wt))
    zb, zt = -b1[2, 0, 1], -bt[2, 0, 1]
    assert zt > 0 and abs(bt + zt*eps).max() < 1e-6*zt
    ev = np.linalg.eigvalsh(dot_s(1j*bt))
    assert abs(ev - zt*np.array([-1, -1, .5, .5, .5, .5])).max() < 1e-6*zt
    print(f"{sym} zeta(2p): nuclear {pref*zb:.5e} Eh = {pref*zb*cm:.2f} cm^-1; "
          f"mean field {pref*zt:.5e} Eh = {pref*zt*cm:.2f} cm^-1")
    p0, p1 = mol.aoslice_by_atom()[k, 2:]
    Wk = np.zeros_like(W1); Wk[:, p0:p1, p0:p1] = wt
    Wamfi += Wk; Wbare[:, p0:p1, p0:p1] = w1
    print(f"{sym} block of the coupling: {pref*ai(Wk)[2]/np.sqrt(2)*cm:+.3f} cm^-1")
va = ai(Wamfi)[2]
print(f"one-centre nuclear only: {pref*ai(Wbare)[2]/np.sqrt(2)*cm:+.3f} cm^-1")
print(f"atomic mean field: {pref*va/np.sqrt(2):+.5e} Eh = {pref*va/np.sqrt(2)*cm:+.3f} cm^-1; "
      f"deviation {100*(va/total-1):+.2f} %")
print("ALL CHECKS PASSED")
```

Printed output:

```
alpha = 7.2973525643e-03; alpha^2/2 = 2.66256772e-05; 1 hartree = 219474.631 cm^-1
library signs 1e, 2e = +1, +1; 2e quadrature error = 6.3e-15 a.u.
3 electrons, core + valence: max element 0.21678, error 5.4e-16 (alpha^2/2)
fitted coefficients J, K1, K2 for SSO: +1.00000000 -0.50000000 -0.50000000 (pure numbers)
fitted coefficients J, K1, K2 for SOO: -0.00000000 -1.00000000 -1.00000000 (pure numbers)
fitted coefficients J, K1, K2 for SSO+SOO: +1.00000000 -1.50000000 -1.50000000 (pure numbers)
4 electrons, single excitations: error 6.0e-16 (alpha^2/2)
open-shell spectator: averaged error 2.4e-16, spin-up deviation 0.14724 (alpha^2/2)
complex P: error with extra term 4.0e-17, extra term 0.21261 (alpha^2/2)
H2CO RHF/6-31G: R_CO = 2.28 bohr, R_CH = 2.09 bohr, HCH = 116.5 deg, nao = 22
E = -113.807597 Eh, eps(n) = -0.44015 Eh, eps(pi*) = 0.12626 Eh
unweighted K1, K2 (z, pi*-n): +0.793046, +0.929480 a.u.
nuclear: W^z = +19.734906 a.u.; <T0|H|S0>/i = +3.71553e-04 Eh = +81.546 cm^-1
Coulomb: W^z = -5.252081 a.u.; <T0|H|S0>/i = -9.88820e-05 Eh = -21.702 cm^-1
exchange SSO: W^z = -0.861263 a.u.; <T0|H|S0>/i = -1.62152e-05 Eh = -3.559 cm^-1
exchange SOO: W^z = -1.722526 a.u.; <T0|H|S0>/i = -3.24303e-05 Eh = -7.118 cm^-1
total mean field: W^z = +11.899035 a.u.; <T0|H|S0>/i = +2.24025e-04 Eh = +49.168 cm^-1
2e part, spin-orbital sum: -32.379 cm^-1; screening = 39.71 %
C zeta(2p): nuclear 1.93205e-04 Eh = 42.40 cm^-1; mean field 9.65007e-05 Eh = 21.18 cm^-1
C block of the coupling: +4.272 cm^-1
O zeta(2p): nuclear 9.11023e-04 Eh = 199.95 cm^-1; mean field 5.70419e-04 Eh = 125.19 cm^-1
O block of the coupling: +47.577 cm^-1
one-centre nuclear only: +85.844 cm^-1
atomic mean field: +2.36244e-04 Eh = +51.850 cm^-1; deviation +5.45 %
ALL CHECKS PASSED
```
